# Hall-Bardeen-Blatt theory and the second-order Williams-Lax spectrum, part 2

The absorption $\varepsilon_2$ of an indirect-gap crystal is computed in two ways: Hall-Bardeen-Blatt (HBB) theory, with one phonon absorbed or emitted, and the Williams-Lax (WL) average over thermal static displacements $u$. Bands $v$ are filled, $c$ empty; $p=\hbar v$ (eV Å, $v$ the velocity) is diagonal in $k$ (units $1/a$). The $N$-cell grid is $k_j=(2\pi j+\theta)/N$, $\theta=\pi/2$ unless stated. Smoothed spectra are $\varepsilon_2=M_f/N$, $M_f=\sum_{cv}|p_{cv}|^2f(E_{cv})$, $f(E)=C\,G_w(E-\hbar\omega_0)/E^2$, with $C=42.11$ eV/Å$^2$ and $G_w$ a normalised Gaussian of standard deviation $w$. Also $\Delta_k=\epsilon_{ck}-\epsilon_{vk}$ and $E_{k'k}=\epsilon_{ck'}-\epsilon_{vk}$.

For phonon energy $\hbar\Omega_q$, occupation $n_q$ and $E=\epsilon_{c,k+q}-\epsilon_{vk}$, HBB theory and its adiabatic limit (7) are

$$A(\eta)=\sum_m\frac{g_{cm}(k,q)\,p_{mv}(k)}{E-\eta+\epsilon_{vk}-\epsilon_{mk}}+\sum_m\frac{p_{cm}(k{+}q)\,g_{mv}(k,q)}{\epsilon_{vk}-\epsilon_{m,k+q}+\eta}. \tag{4}$$

$$M_f^{\rm HBB}=\frac1N\sum_{cvkq}\big[n_qF(\hbar\Omega_q)+(n_q+1)F(-\hbar\Omega_q)\big],\qquad F(\eta)=|A(\eta)|^2f(E-\eta). \tag{5}$$

$$nF(\hbar\Omega)+(n+1)F(-\hbar\Omega)=(2n+1)F(0)-\hbar\Omega F'(0)+\tfrac12(2n+1)(\hbar\Omega)^2F''(0)+\dots \tag{6}$$

$$M_f^{\rm ad}=\frac1N\sum_{cvkq}(2n_q+1)\,|A(0)|^2f(E). \tag{7}$$

$$F'=2\,{\rm Re}(A^*A')f-|A|^2f',\qquad F''=\big[2|A'|^2+2\,{\rm Re}(A^*A'')\big]f-4\,{\rm Re}(A^*A')f'+|A|^2f''. \tag{8}$$

Primes on $A,F$ mean $\partial_\eta$.

The static Hamiltonian is $H_0+V_1+V_2$, with $V_1$ linear and $V_2$ quadratic in $u$. With $R_{mn}=1/(\epsilon_n-\epsilon_m)$, $R_{nn}=0$, $U^{(i)}_{mn}=\langle m|n^{(i)}\rangle$, $E^{(i)}=\epsilon_c^{(i)}-\epsilon_v^{(i)}$ and real modes $\nu$ of variance $\sigma_\nu^2$,

$$\langle M_f\rangle=M_f(0)+M_2+O(u^4),\qquad M_2=\tfrac12\sum_\nu\sigma_\nu^2\,\partial_\nu^2M_f. \tag{9}$$

$$\epsilon_n^{(1)}=V_{1,nn},\qquad \epsilon_n^{(2)}=\sum_m|V_{1,mn}|^2R_{mn}+V_{2,nn},\qquad U^{(1)}_{mn}=V_{1,mn}R_{mn}, \tag{10}$$

$$U^{(2)}_{mn}=R_{mn}\Big[\sum_lV_{1,ml}U^{(1)}_{ln}-V_{1,nn}U^{(1)}_{mn}+V_{2,mn}\Big]-\tfrac12\delta_{mn}\sum_l|U^{(1)}_{ln}|^2. \tag{11}$$

$$p^{(1)}=U^{(1)\dagger}p+pU^{(1)},\qquad p^{(2)}=U^{(2)\dagger}p+pU^{(2)}+U^{(1)\dagger}pU^{(1)}. \tag{12}$$

$$M_2=\sum_{cv}\Big\{\big[\langle|p^{(1)}|^2\rangle+2\,{\rm Re}\,p^*\langle p^{(2)}\rangle\big]f+\big[|p|^2\langle E^{(2)}\rangle+2\,{\rm Re}\,p^*\langle p^{(1)}E^{(1)}\rangle\big]f'+\tfrac12|p|^2\langle E^{(1)2}\rangle f''\Big\}, \tag{13}$$

Gaussian variables $\xi_{-q}=\xi_q^*$, $\langle\xi_q\xi_{q'}^*\rangle=\delta_{qq'}$ give, for $q\ne0$ pairs,

$$p^{(1)}_{cv}=\xi_q\sqrt{\frac{2n_q+1}{N}}\left[\sum_m\frac{g_{cm}\,p_{mv}(k)}{\epsilon_{c,k+q}-\epsilon_{mk}}+\sum_m\frac{p_{cm}(k{+}q)\,g_{mv}}{\epsilon_{vk}-\epsilon_{m,k+q}}\right]. \tag{14}$$

The bracket is $A(0)$. If $f$ vanishes near all direct energies,

$$M_2=M_f^{\rm ad}, \tag{15}$$

At 2.0 eV and 300 K, (5) lies 2.7% below $M_2$ (the nonadiabatic correction).

Averages follow by replacing $V_1$ with $\Gamma$, multiplying matrices, and keeping elements with equal initial and final wave vector (the mask):

$$\Gamma_{mk',nk}=\sqrt{\frac{2n_q+1}{N}}\;g_{mn}(k,q),\qquad q=k'-k, \tag{16}$$

$$\langle V_2\rangle_{mk,nk}=\tfrac12\langle s^2\rangle\langle mk|W|nk\rangle,\qquad\langle s^2\rangle=\frac1N\sum_q\sigma_q^2|\phi_q|^2. \tag{17}$$

Here $V_{1;mk',nk}=\xi_{k'-k}\Gamma_{mk',nk}$, $g_{mn}(k,q)=l_q\phi_q\langle m,k{+}q|D|nk\rangle$, $\phi_q=e^{iq}-(1-\beta)$, $\sigma_q^2=l_q^2(2n_q+1)$, $l_q^2=\hbar/2M\Omega_q$.

The example (300 K, $\beta=0$ unless stated) has $a=3$ Å, $E_g=1.4449$ eV, $\langle s^2\rangle=0.004862$ Å$^2$, $M=30$ u, $\Omega_q^2=\Omega_0^2+(\Omega_\pi^2-\Omega_0^2)\sin^2(q/2)$, $\hbar\Omega_0=50$ meV, $\hbar\Omega_\pi=40$ meV, site coupling $Ds_l+\tfrac12Ws_l^2$, $s_l=u_{l+1}-(1-\beta)u_l$, and

$$H_k=\begin{pmatrix}-1.5+0.8\cos k & 0.2+0.6\,e^{-ik}\\ 0.2+0.6\,e^{ik} & 1.5+\cos k\end{pmatrix},\qquad p_k=a\,\frac{\partial H_k}{\partial k}.$$

$$D=\begin{pmatrix}-1.5&1\\1&2\end{pmatrix}\text{eV/Å},\qquad W=\begin{pmatrix}-2&1\\1&4\end{pmatrix}\text{eV/Å}^2 .$$

$\lambda$ scales all displacements.

### II.2 Energy shifts

The $f'$ term of (13) is the first-order effect of moving a direct line from $\Delta_k$ to $\Delta_k+\langle E^{(2)}\rangle$. From (10), (16) and (17),

$$\langle\epsilon_{nk}^{(2)}\rangle=\frac1N{\sum_{mq}}'\frac{(2n_q+1)|g_{mn}(k,q)|^2}{\epsilon_{nk}-\epsilon_{m,k+q}}+\tfrac12\langle s^2\rangle\langle nk|W|nk\rangle, \tag{18}$$

the prime excluding the state itself. This is the adiabatic Allen-Heine shift, the sum of a Fan term and a Debye-Waller term.

The Debye-Waller terms at $k=\pi$ follow by hand. There $H_\pi$ has diagonal $(-2.3,\,0.5)$ and off-diagonal $-0.4$, and the upper eigenvector is $(-\sin\vartheta,\cos\vartheta)$ with $\cos2\vartheta=2.8/2.9120=0.9615$ and $\sin2\vartheta=0.8/2.9120=0.2747$. Then $W_{cc}=-2\sin^2\vartheta+4\cos^2\vartheta-\sin2\vartheta=1+3\cos2\vartheta-\sin2\vartheta=3.610$ eV/Å$^2$, and $W_{vv}={\rm tr}\,W-W_{cc}=-1.610$ eV/Å$^2$. Multiplying by $\tfrac12\langle s^2\rangle=0.002431$ Å$^2$ gives $+8.78$ meV and $-3.91$ meV. The Fan sums were done on the midpoint grid $q=2\pi(j+\tfrac12)/200$.

| state | Fan (meV) | Debye-Waller (meV) | total (meV) |
|---|---|---|---|
| $v$, $k=0$ | 15.85 | −5.18 | 10.67 |
| $v$, $k=\pi$ | −13.70 | −3.91 | −17.62 |
| $c$, $k=\pi$ | −12.78 | 8.78 | −4.00 |

The indirect gap changes by $-4.00-10.67=-14.67$ meV and the direct gap at $\pi$ by $-4.00+17.62=+13.6$ meV. The two shifts have opposite signs because they involve different valence states. The intraband part of the Fan sum is positive at a band maximum and negative at a band minimum, since all its denominators have one sign there; $k=0$ is the top of the valence band and $k=\pi$ its bottom, and the tabulated Fan totals, which include the interband part, have these signs.

At a band edge the denominator behaves as $\alpha q^2$, so (18) needs $\int d^dq\,|g|^2/q^2$ to be finite at small $q$. For constant $g$ power counting gives convergence in three dimensions, a logarithm in two and a linear divergence in one; a polar coupling $|g|^2\propto1/q^2$ makes it diverge in three. On the midpoint grid in one dimension, $\sum_{j\ge0}(j+\tfrac12)^{-2}=\pi^2/2$ gives $\sum_q q^{-2}\simeq N^2/4$, so a minimum is shifted by $-(2n_0+1)|g(q{=}0)|^2N/4\alpha$ plus a constant. At $\beta=0.4$ the conduction minimum moves by $-78.0$, $-154.0$ and $-306.1$ meV for $N=200$, 400 and 800; the increments $-76.0$ and $-152.0$ meV double as $N$ doubles. At $\beta=0$, $|\phi_q|^2=4\sin^2(q/2)$ cancels the $q^{-2}$. Where the integral diverges, the adiabatic shift has no meaning and $\hbar\Omega$ must be kept in the denominators.

### II.3 Strengths of single lines and the double pole

The relative change of the strength of a direct line is $[\langle|p^{(1)}|^2\rangle+2\,{\rm Re}\,p^*\langle p^{(2)}\rangle]/|p|^2$. The diagonal term of (11), applied to both states, contributes

$$-\sum_l|\Gamma_{l,ck}|^2R_{l,ck}^2-\sum_l|\Gamma_{l,vk}|^2R_{l,vk}^2, \tag{19}$$

the weight that each Bloch state loses to others. In a small supercell it is moderate: for $N=6$ the line at $k=13\pi/12$ changes its strength by $-4.9\%$ in all. In a large one it has no limit. Near the resonance $k'=-k$ the denominator is $\epsilon'_k(k'+k)$ up to sign, with $\epsilon'_k=\partial\epsilon/\partial k$ and $k'+k=2\pi(j+\tfrac12)/N$ on the twisted grid. The same sum as before gives a loss $N(2n+1)|g|^2/4\epsilon_k'^2$ per band. This loss is not the whole change. Both bands are resonant at the same $k'=-k$, so the intraband part of $U^{(1)\dagger}pU^{(1)}$ in (12) has a double pole there too and also grows as $N$. For the line nearest $k=\pi/2$ at $N=192$ the intraband losses are 2.02 (conduction) and 2.62 (valence) and this cross term returns $+3.98$. The net relative changes of that line are $-0.153$, $-0.318$ and $-0.650$ for $N=48$, 96 and 192, with increments $-0.165$ and $-0.333$. The divergence is not special to one dimension: wherever a state is degenerate with a surface of other states, $\int dx/x^2$ in the energy difference $x$ diverges.

The lost weight appears in the indirect pairs, whose amplitude $A(0)$ has a pole at the same resonance. At $\hbar\omega_0=3.2$ eV, $w=0.1$ eV, inside the range of direct transitions, the adiabatic HBB sum (7) gives $\varepsilon_2=3.68$, 6.42 and 11.90 for the three sizes, with increments 2.74 and 5.48. The complete expression (13) gives 0.672738 for all three. Among direct transitions, therefore, the HBB term and the oscillator-strength renormalisation have no separate meaning as $N\to\infty$, and only their sum has one.

### II.4 A form without intraband denominators

$M_f$ depends on the valence and conduction subspaces and on the Hamiltonian within each, not on individual eigenvectors, so it can be expanded without resolving degeneracies. Let $\tilde H=e^{-S}He^{S}$, with $S$ anti-Hermitian and purely interband (valence to conduction), be block diagonal, with blocks $\tilde H_c,\tilde H_v$. Let $X$ be the $cv$ block of $\tilde p=e^{-S}pe^{S}$. On such blocks define $LX=\tilde H_cX-X\tilde H_v$ and the product $(X|Y)={\rm tr}\,X^\dagger Y$, under which $L$ is Hermitian. The dyads $|c\rangle\langle v|$ of eigenvectors of the blocks are eigenvectors of $L$ with eigenvalue $E_{cv}$, and the components of $X$ along them are the exact $p_{cv}$. Hence

$$M_f=(X|f(L)|X). \tag{20}$$

Split each operator into block-diagonal (d) and interband (od) parts and use $e^{-S}He^S=H+[H,S]+\tfrac12[[H,S],S]+\dots$ with $S=S_1+S_2$. At first order the interband part $V_1^{\rm od}+[H_0,S_1]$ must vanish. Since $[H_0,S]_{mn}=(\epsilon_m-\epsilon_n)S_{mn}$, this gives $S_{1,mn}=V^{\rm od}_{1,mn}R_{mn}$. At second order the terms are $V_2+[H_0,S_2]+[V_1,S_1]+\tfrac12[[H_0,S_1],S_1]$, and the last equals $-\tfrac12[V_1^{\rm od},S_1]$, leaving $V_2+[H_0,S_2]+[V_1^{\rm d},S_1]+\tfrac12[V_1^{\rm od},S_1]$. A commutator of two interband operators is block diagonal, and one of a diagonal with an interband operator is interband. Therefore

$$S_{2,mn}=\big(V_2^{\rm od}+[V_1^{\rm d},S_1]\big)_{mn}R_{mn},\qquad H_1=V_1^{\rm d},\qquad H_2=V_2^{\rm d}+\tfrac12[V_1^{\rm od},S_1], \tag{21}$$

$$\tilde p_1=[p,S_1],\qquad\tilde p_2=[p,S_2]+\tfrac12[\tilde p_1,S_1]. \tag{22}$$

Every denominator is at least $E_g$ in magnitude. The $cv$ blocks of $p,\tilde p_1,\tilde p_2$ are $X_0,X_1,X_2$, and $L=L_0+L_1+L_2$ with $L_iX=H_{i,c}X-XH_{i,v}$.

For $f$ analytic around the spectrum, $f(L)=\oint\frac{dz}{2\pi i}f(z)(z-L)^{-1}$, and with $\mathcal G=(z-L_0)^{-1}$ the resolvent expands as $\mathcal G+\mathcal G(L_1+L_2)\mathcal G+\mathcal GL_1\mathcal GL_1\mathcal G$. The contour integrals of $f(z)/[(z-x)(z-y)]$ and $f(z)/[(z-x)(z-y)(z-z')]$ are, by residues, the divided differences

$$f[x,y]=\frac{f(x)-f(y)}{x-y},\qquad f[x,y,z']=\frac{f[z',y]-f[x,y]}{z'-x},$$

which are symmetric in their arguments. They have the integral forms

$$f[x,y]=\int_0^1\!dt\,f'\big(x+t(y-x)\big),\qquad f[x,y,z']=\int_0^1\!dt\int_0^{1-t}\!dr\,f''\big(x+t(y-x)+r(z'-x)\big). \tag{23}$$

The first is the fundamental theorem of calculus. In the second, the $r$ integral gives $[f'(z'+t(y-z'))-f'(x+t(y-x))]/(z'-x)$, and the $t$ integral then gives the definition. So $|f[x,y]|\le\max|f'|$ and $|f[x,y,z']|\le\tfrac12\max|f''|$, whatever the degeneracies.

For one valence and one conduction band, $X_0$ is diagonal with entries $p_k=p_{cv}(k)$. The element $(k',k)$ of $L_1X_0$ has two sources, both proportional to $\xi_{k'-k}$: scattering of the electron out of the direct pair at $k$, and scattering of the hole out of the direct pair at $k'$,

$$y^c_{k'k}=\Gamma_{ck',ck}\,p_k\quad(\text{source energy }\Delta_k),\qquad y^v_{k'k}=-p_{k'}\,\Gamma_{vk',vk}\quad(\text{source energy }\Delta_{k'}). \tag{24}$$

The minus sign is that of $-X\tilde H_v$. The order-$u^2$ terms of (20) come from $X_1X_1$, $X_0X_2$, $X_0L_2X_0$, $X_1L_1X_0$ and $X_0L_1L_1X_0$. With $V_1\to\Gamma$ and the mask of II.1, and $E\equiv E_{k'k}$,

$$\begin{aligned}M_2={}&\sum_{k'k}|X_{1,k'k}|^2f(E)+\sum_k\Big\{2\,{\rm Re}\,(p_k^*\langle X_2\rangle_{kk})f(\Delta_k)+|p_k|^2\langle H_{2,ck}-H_{2,vk}\rangle f'(\Delta_k)\Big\}\\&+2\,{\rm Re}\sum_{k'k}X_{1,k'k}^*\big(y^cf[\Delta_k,E]+y^vf[\Delta_{k'},E]\big)\\&+\sum_{k'k}\Big\{|y^c|^2f[\Delta_k,E,\Delta_k]+|y^v|^2f[\Delta_{k'},E,\Delta_{k'}]+2\,{\rm Re}(y^{c*}y^v)f[\Delta_k,E,\Delta_{k'}]\Big\}.\end{aligned} \tag{25}$$

The sums include $k'=k$, where $E=\Delta_k$ and the divided differences reduce to $f'$ and $\tfrac12f''$, which reproduces the $E^{(1)}$ terms of (13). Each double sum has $N^2$ terms of size $1/N$ with bounded coefficients, provided $g$ is bounded, so $M_2/N$ has a finite limit. With more bands, $y^c$ and $y^v$ acquire a source-band index, and the $L_2$ term gains elements between different direct pairs at the same $k$, weighted by first divided differences.

For $N=6$, $\beta=0.4$, $\hbar\omega_0=2.6$ eV, $w=0.3$ eV, the definition (9) can be evaluated by five-point finite differences of $M_f$ along the real normal modes of the supercell. At $\theta=\pi/2$ it gives $M_2=-0.2403559$, as does (13). At $\theta=0$, where $k$ and $-k$ are degenerate and (13) is undefined, it gives $-0.3818253$, as does (25) with (23) done by 48-point Gauss-Legendre quadrature.

### II.5 How the poles cancel

Equation (25) contains (13) piece by piece. In the two-band case $X_{1,k'k}=(p_{cc}S_1-S_1p_{vv})_{k'k}=\Gamma_{ck',vk}\,[p_{vv}(k)-p_{cc}(k')]/E$, which is the interband part of (14). Using $E-\Delta_k=\epsilon_{ck'}-\epsilon_{ck}$ and $E-\Delta_{k'}=\epsilon_{vk'}-\epsilon_{vk}$, the intraband parts of (14) are $y^c/(E-\Delta_k)$ and $y^v/(E-\Delta_{k'})$, so the coefficient of $\xi_q$ in $p^{(1)}$ is

$$X_1+\frac{y^c}{E-\Delta_k}+\frac{y^v}{E-\Delta_{k'}}.$$

The terms of (25) proportional to $f(E)$ are its squared modulus, the adiabatic HBB summand. The repeated divided difference is the Taylor remainder

$$f[\Delta,E,\Delta]=\frac{f(E)-f(\Delta)-f'(\Delta)(E-\Delta)}{(E-\Delta)^2}. \tag{26}$$

Multiplied by $|y^c|^2$, its first term is the HBB double pole, its second is the intraband conduction part of the loss (19) times $|p_k|^2f(\Delta_k)$, and its third, $|\Gamma|^2|p_k|^2f'/(\epsilon_{ck}-\epsilon_{ck'})$, is the intraband Fan shift. For $|y^v|^2$ the third term is $-|\Gamma|^2/(\epsilon_{vk'}-\epsilon_{vk})$ times $|p_{k'}|^2f'$, minus the Fan shift of the valence state, as a transition energy requires. In the mixed term, the pairs $(k',k)$ and $(k,k')$ have complex-conjugate $y^{c*}y^v$, and their coefficients of $f(\Delta_k)$ are $1/[x(x+y)]$ and $1/[y(x+y)]$ with $x=\epsilon_{ck}-\epsilon_{ck'}$, $y=\epsilon_{vk'}-\epsilon_{vk}$, $x+y=\Delta_k-\Delta_{k'}$. They add to $1/xy$, and with the minus sign in $y^v$ this is the intraband part of $U^{(1)\dagger}pU^{(1)}$ in (12).

The finite remainder has a physical meaning. Take the $|y^c|^2$ term alone, with a constant value $\gamma/\pi$ for $|\Gamma|^2$ times the density of states $k'$ per unit energy, over a range symmetric about $\Delta$ and much wider than $w$. The linear term of (26) is odd and drops, leaving $|p|^2(\gamma/\pi)\int dx\,[f(\Delta+x)-f(\Delta)]/x^2$ taken symmetrically. A line broadened into a Lorentzian of half width $\gamma$ changes $f(\Delta)$ by $\int dx\,(\gamma/\pi)[f(\Delta+x)-f(\Delta)]/(x^2+\gamma^2)$, whose first order in $\gamma$ is the same integral. In this simplified setting the term is the first order of lifetime broadening by elastic scattering from the frozen displacements. For a single line it is of relative size $\gamma/w$, so the $u^2$ truncation of one line needs $w\gg\gamma$. In the spectrum summed over $k$ the relevant scale is the one on which the spectrum itself varies. At 3.2 eV, away from the edges of the direct range, $\gamma=(2n+1)|g|^2/2|\epsilon'_k|$ is about 0.02 eV per band, yet the $u^2$ term levels off at 1.10, 1.17 and 1.18 for $w=0.04$, 0.02 and 0.01 eV ($N=768$). At $w=0.02$ eV the clamped value plus the $u^2$ term, 13.39, lies within 2% of the sampled full average, $13.14\pm0.05$ ($N=96$). When the density varies, the odd term survives as a principal value, and this is the sense in which (18) holds for a state inside a band.

### II.6 The integrated strength

For $f=1$ all derivatives and divided differences vanish, and (25) reduces to

$$\Delta\!\sum_{cv}|p_{cv}|^2=\sum_{k'k}|X_{1,k'k}|^2+2\,{\rm Re}\sum_kp_k^*\langle X_2\rangle_{kk}, \tag{27}$$

with interband denominators only. The mixing within each band generated by $L_1$ and $L_2$ moves strength between lines and does not change the total; the intraband coupling enters (27) only through $[V_1^{\rm d},S_1]$ in $S_2$. The total is ${\rm tr}\,X^\dagger X$. For $N=192$ the clamped strength is 3.160 eV$^2$Å$^2$ per cell and (27) changes it by $+0.078\%$, that is by $3.160\times0.00078=0.0025$ eV$^2$Å$^2$ per cell, on the same grid on which a single line loses 65%. A renormalised oscillator strength should be reported in the form (27), or through the $X_2$ term of (25), and not per Bloch state.

### II.7 The indirect gap shift is a fourth-order effect in $\varepsilon_2$

In (13) the coefficient of $f'$ contains the bare $p_{cv}$, which vanishes for an indirect pair. At order $u^2$ indirect absorption therefore sits at the bare energies, and the $-14.67$ meV of II.2 does not appear in $M_2$. The full WL average does contain it. Consider one nondegenerate indirect line of wave vector $Q$ in a finite supercell, with $E^{(1)}=0$. To leading order its strength in a configuration is proportional to $|\xi_Q|^2$ by (14). Its energy shift is a quadratic form in $\xi$, and a diagonal element requires the two wave vectors to cancel, so $E^{(2)}=\sum_qe_q|\xi_q|^2$, where $e_q$ is the share of wave vector $q$ in (18), conduction minus valence. The strength-weighted mean shift is

$$\frac{\langle|\xi_Q|^2E^{(2)}\rangle}{\langle|\xi_Q|^2\rangle}=\sum_qe_q\langle|\xi_Q|^2|\xi_q|^2\rangle .$$

For $q\ne\pm Q$ the variables are independent and the average is 1. For complex $\xi_Q=(\xi'+i\xi'')/\sqrt2$ with unit real Gaussians, $\langle|\xi_Q|^4\rangle=(3+2+3)/4=2$, and this value applies to both $q=Q$ and $q=-Q$. For real $\xi_Q$ ($Q=\pi$) the single term has $\langle\xi^4\rangle=3$. Both cases are covered by

$$\text{centroid shift}=\langle E^{(2)}\rangle+e_Q+e_{-Q}. \tag{28}$$

The shift multiplies a strength of order $u^2$, so it enters $\varepsilon_2$ at order $u^4$. For $N=6$ and the line from $k=\pi/12$ to $13\pi/12$, $\langle E^{(2)}\rangle=-14.617$ meV and $2e_\pi=-1.106$ meV, which sum to $-15.72$ meV; Gauss-Hermite quadrature at $\lambda=0.02$, divided by $\lambda^2$, gives $-15.72$ meV. For $N=192$ and the corresponding line from $k=\pi/384$, the two parts are $-14.675$ and $-0.013$ meV. The extra term falls by more than the factor 32 of pure $1/N$ scaling: $2Ne_\pi$ is $-6.6$ meV in the first case and $-2.6$ meV in the second. By (18), $Ne_\pi$ depends on $k$ alone, so the difference reflects the different $k$ of the two lines. In a large supercell the centroid follows the Allen-Heine shift; in a small one the mode that switches the line on is overweighted.

### II.8 Size of the terms beyond $u^2$

The full WL average was sampled for $N=48$ with 400 Gaussian configurations, each diagonalised exactly, with $w=0.1$ eV; the uncertainties are standard errors. At 3.2 eV the clamped value is 13.187 ($N=192$), and adding the $u^2$ term gives $13.187+0.673=13.86$, against $13.73\pm0.01$ for the full average. The difference of $-0.13$ is 0.9% of the second-order total and 19% of the $u^2$ term. At 2.0 eV the second-order value for $N=48$ is 0.1334 and the full average is $0.1148\pm0.0014$, lower by $0.0186/0.1334=(14\pm1)\%$ of the second-order value. Most of this uncertainty is sampling noise in the $u^2$ term itself. It largely cancels when each configuration is evaluated both at full amplitude and at one tenth of it and the ratio of the averages is taken, the second divided by $0.1^2$. This gives a reduction of $(12.2\pm0.3)\%$ for $N=48$ (373 configurations) and $(12.4\pm0.4)\%$ for $N=96$ (113 configurations).

In this model at 300 K the terms beyond $u^2$ are thus roughly four to five times larger at 2.0 eV than the nonadiabatic correction of 2.7% ($12.2/2.7=4.5$). The identity (15) is a statement about one order and does not make HBB and full WL spectra agree to within the nonadiabatic correction. The second-order spectrum rises with energy there (0.1208, 0.1334 and 0.1458 at 1.9, 2.0 and 2.1 eV), so a rigid shift by the $-14.67$ meV of the indirect gap would raise it by about 1.3% (by about 2.8% if the transition energies are shifted at fixed strengths, with the factor $1/(\hbar\omega)^2$ kept at the photon energy) and does not explain the sign. The origin of the negative sign is not determined here. The reductions for $N=48$ and $N=96$ agree within their uncertainties; larger supercells were not examined.

### II.9 Order of computation

1. Diagonalise $H_k$ on the grid, store eigenvectors in any fixed phase convention, and use the same vectors for $p$, $\Gamma$ and $\langle V_2\rangle$. Equations (13) and (25) are independent of the phases only if all matrices share them.
2. Build $\Gamma$ from (16) and $\langle V_2\rangle$ from (17). Omitting $V_2$ leaves (7) unchanged but removes the Debye-Waller column of the table and part of $X_2$.
3. If $f$ avoids all direct energies, evaluate (7), or (5) when structure on the scale $\hbar\Omega$ matters, with $m$ over all bands. The two terms of (8) estimate the difference.
4. If $f$ overlaps direct energies, evaluate the whole of $M_2$. Equation (13) serves on a grid without degeneracies, at the price of cancelling terms that grow with $N$; the HBB part and the direct part must use the same grid and the same energies. Equation (25) with (23) serves on any grid, and the quadrature in (23) must resolve $w$ over the interval between the arguments.
5. No imaginary part is needed in the denominators of (25). Adding one to (7) alone makes the double pole finite but leaves it without the counterterms of (26): replacing $1/x^2$ by $1/(x^2+\delta^2)$ gives an integral $\pi/\delta$, so the result depends on the chosen $\delta$.
6. A shift of the indirect edge added by hand to (7) inserts one term of order $u^4$ and omits the others of that order.
